# Why a contact insulator can have a best, non-zero thickness

**Question.** An insulator blocks electrons. Why can a thin one, placed between a metal and an n-type semiconductor, lower the contact resistance, and why is there then a best thickness instead of steady improvement?

**Answer.** The film changes two things. It separates the semiconductor from the metal's evanescent electron states, which pin the energy barrier at a high value, and it adds a tunnelling step. In the basic model used here, the barrier can fall only to the value set by the metal and semiconductor without pinning. The tunnelling resistance has no such limit. Whether the first effect ever outweighs the second depends on how much barrier there is to recover.

## What the contact resistance measures

Let \(t\) be the insulator thickness and \(\phi(t)\) the height of the semiconductor conduction-band edge at the interface, measured upward from the metal Fermi level. Take a laterally uniform contact at small voltage, with doping low enough that electrons pass over the semiconductor barrier and not through it.

First count the electrons arriving with energy \(E\) in their motion normal to the interface. For transverse mass \(m_\parallel\), summing the Fermi occupation over transverse states, with two spins, gives

\[
\frac{2m_\parallel}{2\pi\hbar^2}\int_0^\infty
\frac{dE_\parallel}{1+e^{(E+E_\parallel-\mu)/kT}}
=\frac{m_\parallel kT}{\pi\hbar^2}
\ln\!\left(1+e^{(\mu-E)/kT}\right).
\]

One-dimensional motion carries a current \(e\,dE/(2\pi\hbar)\) per occupied transverse state. The product of the prefactors is \(A^*T^2\,dE/kT\), with \(A^*=em_\parallel k^2/(2\pi^2\hbar^3)\). With several valleys, \(m_\parallel\) is replaced by the sum of their transverse density-of-states masses.

The net current is the difference between the two directions. With transmission \(P(E)\) and Fermi levels \(\pm eV/2\),

\[
J=A^*T^2\int_\phi^\infty\frac{dE}{kT}\,P(E)
\left[\ln\!\left(1+e^{(eV/2-E)/kT}\right)
-\ln\!\left(1+e^{(-eV/2-E)/kT}\right)\right].
\]

At \(V=0\) each logarithm contributes \((e/2kT)f(E)\) to the derivative, where \(f\) is the Fermi function. The specific contact resistivity \(\rho\) therefore obeys

\[
\frac1\rho=\left.\frac{dJ}{dV}\right|_0
=\frac{eA^*T}{k}\int_\phi^\infty\frac{dE}{kT}\,P(E)f(E).
\]

When \(\phi\) is several \(kT\), \(f\simeq e^{-E/kT}\). If the insulator's band edge lies \(\Delta E\) above that of the semiconductor, an electron near \(E=\phi\) has a decaying wave in the film, \(\psi\propto e^{-\kappa x}\), with \(\kappa=\sqrt{2m_i\Delta E}/\hbar\) and \(m_i\) the insulator mass. Its probability falls as \(P\simeq e^{-2\kappa t}\). The remaining integral is \(e^{-\phi/kT}\), so

\[
\rho(t)=\frac{k}{eA^*T}
\exp\!\left[\frac{\phi(t)}{kT}+2\kappa t\right].
\]

This omits the wave-matching prefactor. It also requires \(\phi\) to lie no lower than the conduction-band edge in the semiconductor bulk. Otherwise the bulk edge, not \(\phi\), limits the supply of electrons.

## Why the barrier falls and then stops

Metal wavefunctions extend into the semiconductor's forbidden gap. Let these gap states have density \(D\) per area and energy, taken as constant in energy. They are neutral when filled up to a level \(\phi_n\) below the conduction edge. Without interface charge the barrier would be \(\phi_f\).

The Fermi level lies \(\phi\) below the conduction edge. If \(\phi<\phi_n\), it lies above the neutrality level and the states hold \(D(\phi_n-\phi)\) extra electrons per area. The compensating positive charge is in the metal. The field between the two sheets raises the electron energy at the semiconductor by

\[
\frac{e^2}{\varepsilon_0}D(\phi_n-\phi)s,
\qquad s=s_0+\frac{t}{\varepsilon_i}.
\]

Here \(s_0\) is the charge separation of the bare contact divided by its relative permittivity, and \(\varepsilon_i\) is the relative permittivity of the insulator. Define \(g=(e^2/\varepsilon_0)Ds\). Then

\[
\phi=\phi_f+g(\phi_n-\phi)
\quad\Rightarrow\quad
(1+g)\phi=\phi_f+g\phi_n.
\]

Subtracting \((1+g)\phi_f\) from both sides and dividing by \(1+g\) gives

\[
\phi=\phi_f+\Delta(1-S),\qquad
\Delta=\phi_n-\phi_f,\qquad S=\frac1{1+g}.
\]

Strong pinning means \(S\) near zero; a free barrier means \(S\) near one.

The metal tails must cross the film to reach the semiconductor. At the neutrality level they lie \(\Delta E+\phi_n\) below the insulator band edge, so the same decay law gives

\[
D(t)=D_0e^{-qt},\qquad
q=\frac{2\sqrt{2m_i(\Delta E+\phi_n)}}{\hbar}.
\]

This assumes that the density joins continuously to the bare value \(D_0\), and it uses one decay rate for all the gap states. The film thus removes pinning states by the same evanescent decay that blocks current. The benefit can still win because the recovered energy is divided by \(kT\) in the exponent. Once \(g\ll1\), however, \(\phi\) is close to \(\phi_f\) and little remains to be recovered.

## When a finite thickness wins

The barrier is bounded below by \(\phi_f\), whereas \(2\kappa t\) grows without limit. Hence \(\ln\rho\to\infty\) for thick films, and the continuous function \(\rho(t)\) has a minimum somewhere on \(t\ge0\). Comparison with the bare contact shows that it lies at \(t>0\) if and only if, for some thickness,

\[
\phi(0)-\phi(t)>2\kappa kT\,t.
\]

The right side is the barrier reduction needed to pay for tunnelling. Here \(\phi(0)-\phi(t)=\Delta[S(t)-S(0)]\). If \(S(t)>S(0)\) for every \(t>0\), as in the example below, dividing by this difference turns the condition into a threshold:

\[
\Delta>\Delta_c=\min_{t>0}
\frac{2\kappa kT\,t}{S(t)-S(0)}.
\]

To locate the minimum, set the derivative of \(\phi/kT+2\kappa t\) to zero, which gives \(-d\phi/dt=2\kappa kT\). From \(\ln g=\text{constant}-qt+\ln s\),

\[
r\equiv-\frac{d\ln g}{dt}
=q-\frac1{\varepsilon_i s}.
\]

The second term appears because a thicker film gives each remaining charge a longer lever arm. Next,

\[
\frac{dS}{dt}=-\frac{1}{(1+g)^2}\frac{dg}{dt}
=\frac{rg}{(1+g)^2}=rS(1-S).
\]

The stationarity condition is therefore

\[
\Delta\,rS(1-S)=2\kappa kT.
\]

Dividing by \(rS\), and using \(\phi-\phi_f=\Delta(1-S)\), gives the residual pinning at the minimum:

\[
\phi(t^*)-\phi_f=\frac{2\kappa}{r}\,\frac{kT}{S}.
\]

When the two decay rates are similar and \(S\) is near one, the best film leaves about one \(kT\) of pinning. Removing that last part would cost more in tunnelling than it returns.

The factor \(S(1-S)\) is small at both ends. A strongly pinned barrier hardly responds to the first loss of gap states, and a nearly free barrier has little left to lose. The stationarity condition can consequently have two roots: an inner maximum of \(\rho\) and an outer minimum.

## Numbers for aluminium on n-type silicon

Take aluminium, a silicon-nitride film and n-type silicon (100) at 300 K, with \(10^{17}\) donors per cm³. The following are rough values for this system, not fitted data:

- \(\phi_f=0.20\) eV and \(\phi_n=0.75\) eV, so \(\Delta=0.55\) eV.
- \(\Delta E=2.0\) eV, \(m_i=0.25\,m_e\) and \(\varepsilon_i=7\).
- \(D_0=4\times10^{14}\) cm⁻² eV⁻¹, or 4 nm⁻² eV⁻¹, and \(s_0=0.15\) nm.

The decay rates are \(2\kappa=7.245\) nm⁻¹ and \(q=8.496\) nm⁻¹. With \(kT=0.02585\) eV, tunnelling costs \(2\kappa kT=0.187\) eV per nm.

For the bare contact, \(e^2/\varepsilon_0=18.095\) eV nm gives

\[
g(0)=18.095\times4\times0.15=10.86,
\qquad S(0)=\frac1{11.86}=0.084,
\]

and

\[
\phi(0)=0.20+0.55(1-0.084)=0.704\ \text{eV}.
\]

The thickness dependence is:

| \(t\) (nm) | \(\phi/kT\) | \(2\kappa t\) | \(\rho\) (Ω cm²) |
|---:|---:|---:|---:|
| 0 | 27.22 | 0 | 770 |
| 0.4 | 14.84 | 2.90 | 0.059 |
| 0.7 | 8.69 | 5.08 | 0.0011 |
| 1.0 | 7.83 | 7.25 | 0.0041 |
| 2.0 | 7.74 | 14.49 | 5.2 |

Up to 0.7 nm the barrier term falls by 18.53 while tunnelling adds 5.08. The net 13.45 lowers the resistivity by \(e^{13.45}\simeq7\times10^5\). From 0.7 to 1.0 nm the barrier returns only 0.86 and tunnelling costs 2.17, so the resistivity rises by \(e^{1.31}\simeq3.7\).

The stationarity equation gives \(t^*=0.70\) nm. There \(S=0.955\) and \(r=7.925\) nm⁻¹, hence

\[
\phi(t^*)-\phi_f=
\frac{7.245}{7.925}\,\frac{0.02585}{0.955}
=0.025\ \text{eV}=0.96\,kT.
\]

As a test, the current integral was differentiated numerically with energy-dependent tunnelling and then minimised. It also puts the minimum at 0.70 nm, with \(\rho=1.08\times10^{-3}\) Ω cm² against \(1.11\times10^{-3}\) from the formula. The small difference arises because electrons above \(\phi\) see a slightly lower insulator barrier.

Both calculations leave out tunnelling through the semiconductor barrier. At \(10^{17}\) donors per cm³ this is not negligible: much of the bare-contact current passes through the thin top of that barrier. The extended calculation described below, which also includes depletion charge, gives 220 instead of 770 Ω cm² for the bare contact and \(4.0\times10^{-4}\) instead of \(1.1\times10^{-3}\) Ω cm² at the optimum. The resistivities in the table are thus 2.5 to 4 times higher than in that calculation, while the gain and the best thickness change little. These values also omit wave matching; including it raises them to about 600 Ω cm² for the bare contact and \(5\times10^{-4}\) Ω cm² at the optimum.

## A metal for which the film does not help

Keep the semiconductor and insulator fixed and change only the metal, hence \(\phi_f\). The threshold is \(\Delta_c=0.127\) eV. In this model, a metal with \(\phi_f\) above about \(0.75-0.127=0.62\) eV gains nothing from the film, and the best thickness is zero. Minimising the current integral at \(\Delta\) 5% below and 5% above the threshold confirmed the change from zero to non-zero thickness.

For resistance to fall from the first increment of thickness, \(\Delta\) must exceed a larger value, 0.32 eV. At \(\Delta=0.20\) eV the calculated resistivity first rises, by 5% at 0.02 nm, and later reaches a minimum at 0.55 nm, eight times below the bare value. A thickness of 0.02 nm is smaller than an atom; it displays the shape of the formula and is not a film that could be made. An initial fall in resistance is enough to show that a film can help, but an initial rise does not show that it cannot.

Both thresholds and the initial rise depend on using \(P=e^{-2\kappa t}\) down to \(t=0\). If the waves are matched at abrupt interfaces to a free-electron metal, the transmission falls only quadratically in \(t\) for very thin films, and the initial rise disappears. At \(\Delta=0.20\) eV the resistivity is then 4–9% lower at 0.02 nm and the gain at the minimum is about 20. For films of 0.3 nm or more the threshold drops to 0.08–0.10 eV, and at \(\Delta=0.10\) eV a film near 0.4 nm gains a factor of only 1.1 to 1.5. What survives is that a small \(\Delta\) yields little or no gain from a film of realisable thickness; the value of \(\Delta_c\) belongs to the approximation.

## How far the example carries over to devices

The largest change comes from doping. An extended calculation adds depletion charge, tunnelling through the depletion layer, a sloping insulator barrier and Fermi statistics. All donors are taken as ionised, electrons in every valley tunnel through the depletion layer with the light mass \(0.19\,m_e\), and the film and metal parameters are held fixed:

| Donors (cm⁻³) | Best \(t\) (nm) | Bare/best \(\rho\) |
|---:|---:|---:|
| \(10^{17}\) | 0.68 | \(5\times10^5\) |
| \(10^{19}\) | 0.56 | \(2\times10^3\) |
| \(10^{20}\) | 0.36 | 3 |

At \(10^{20}\) cm⁻³ the calculated resistivity of the bare contact is already only about \(4\times10^{-8}\) Ω cm², and the film lowers it by a factor of about 3. The absolute value is rough: a smooth depletion edge raises it to about \(6\times10^{-8}\) Ω cm² and wave matching lowers it to about \(2\times10^{-8}\) Ω cm², while the gain stays between 2.3 and 3.3. At \(3\times10^{20}\) cm⁻³ the extended calculation gives no gain at all. Advanced transistor contacts use doping of this order or higher and aim at roughly \(10^{-9}\) Ω cm². The lightly doped example shows the mechanism clearly, but its huge gain must not be transferred to them.

Real interfaces also contain traps that do not disappear as the film thickens. If their neutrality level is also \(\phi_n\), as assumed here, they add a term to \(g\) that grows with \(s\), so a thick film can pin the barrier again. In the basic model the barrier still lies between \(\phi_f\) and \(\phi_n\). Depletion charge can take it below \(\phi_f\), but not below the bulk conduction-band edge in this example, so the existence argument survives. Dipoles at the metal–insulator interface and fixed charge in the film can also shift \(\phi_f\), which is held constant here. A measured fall in resistance therefore does not by itself show that gap states were removed. In the extended calculation at \(10^{17}\) donors per cm³, \(10^{13}\) traps per cm² per eV reduce the gain from \(5\times10^5\) to \(3\times10^3\) and move the optimum to 0.57 nm.

The optimum is also sensitive to the insulator's band structure. The one-band decay law ignores its valence band. A two-band law with a 5 eV gap lowers both decay rates and moves the optimum of the basic model to 1.04 nm, with a gain of \(3\times10^5\). At 400 K, with the one-band law and fixed band parameters, the optimum is 0.66 nm and the gain \(7\times10^3\), because a given barrier reduction is worth less when divided by a larger \(kT\). At 400 K the bulk conduction-band edge lies at 0.208 eV, so the condition that \(\phi\) lie above it holds at this optimum (0.234 eV) but fails by 1 nm.

Two further corrections reduce the gain. The image-force formula for a metal touching the semiconductor gives a barrier lowering of 0.040 eV for the bare contact and 0.024 eV at the optimum, which divides the gain by about \(e^{0.016/0.026}\simeq1.9\). This is only a rough size: the formula ignores the film, which moves the metal away and weakens the lowering at the optimum. If a smooth film passes only the two silicon valleys centred at zero transverse momentum, the gain of the basic model is divided by up to 5.4. These valleys have a heavy mass along the current, which also hinders tunnelling through the depletion layer. The loss is therefore larger in heavily doped contacts, and at \(10^{20}\) donors per cm³ it can turn the small gain into a higher resistance.

In the basic model, with a flat semiconductor band behind the interface, the omitted wave-matching prefactor works the other way. For a free-electron metal and abrupt interfaces, averaging the transmission over thermal energies below the insulator barrier multiplies the gain by about 3, with little change between 0.4 and 1.0 nm. With the depletion layer included, the factor is about 2 at \(10^{17}\) donors per cm³, and at \(10^{19}\) and \(10^{20}\) it falls to about 0.75, so that matching there lowers the gain. A prefactor that is the same for all films but different for the bare contact would leave the position of an interior minimum unchanged, but it would alter the gain over the bare contact and the threshold \(\Delta_c\).

Finally, 0.7 nm is only a few atomic layers. A uniform thickness and a bulk permittivity are rough descriptions at that scale, and pinholes, roughness and spreading resistance are left out. The calculation supports a subnanometre to one-nanometre optimum for these parameters, not a process setting to a hundredth of a nanometre.

## Computed values

```
temperature 300 K; kT 0.02585 eV
unpinned barrier 0.20 eV; neutrality 0.75 eV
insulator offset 2.00 eV; mass 0.25 m_e
insulator permittivity 7.0; gap 5.0 eV
bare gap-state density 4.0e+14 per cm2 eV
bare length/permittivity 0.150 nm
e/epsilon0 18.095 V nm
silicon masses 0.92, 0.19 m_e; eps 11.7
Richardson constant 246.6 A/(cm2 K2)
resistivity prefactor 1.165e-09 ohm cm2
tunnelling rate 2kappa 7.245 per nm
gap-state decay rate q 8.496 per nm
tunnelling cost 2kappa kT 0.1873 eV/nm
bare response g 10.857; S 0.0843
t nm | barrier eV | barrier/kT | 2kappa t | rho ohm cm2
0.000 | 0.7036 | 27.22 | 0.00 | 7.698e+02
0.200 | 0.5865 | 22.69 | 1.45 | 3.529e+01
0.400 | 0.3836 | 14.84 | 2.90 | 5.882e-02
0.700 | 0.2247 | 8.69 | 5.08 | 1.111e-03
1.000 | 0.2024 | 7.83 | 7.25 | 4.097e-03
1.500 | 0.2000 | 7.74 | 10.87 | 1.402e-01
2.000 | 0.2000 | 7.74 | 14.49 | 5.238e+00
optimum: formula 0.7005, integral 0.7014 nm
upper bound on optimum 2.689 nm
at optimum: g 0.0471; S 0.9550
at optimum: r 7.925 per nm
residual pinning 0.0247 eV = 0.957 kT
gain, bare/best resistivity 6.927e+05
minimum from current integral 1.075e-03 ohm cm2
log-resistivity slope at 2 nm 7.193 per nm
Delta threshold: any benefit 0.1272 eV
Delta threshold: initial fall 0.3215 eV
Delta 0.20 eV: best t 0.547 nm, gain 8.08
Delta 0.20 eV: rho(0.02 nm)/rho(0) 1.049
bulk band edge at 1e17 per cm3 0.1451 eV
extended: donors/cm3 | best t nm | bare, best rho ohm cm2 | gain
1e+17 | 0.68 | 2.20e+02, 4.03e-04 | 5.45e+05
1e+18 | 0.67 | 1.61e+01, 4.96e-05 | 3.24e+05
1e+19 | 0.56 | 1.43e-03, 8.21e-07 | 1.74e+03
1e+20 | 0.36 | 4.18e-08, 1.34e-08 | 3.13e+00
extended: traps/(cm2 eV) | best t nm | best rho ohm cm2 | gain
1e+12 | 0.67 | 8.19e-04 | 2.69e+05
1e+13 | 0.57 | 7.13e-02 | 3.21e+03
image lowering: bare 0.0402, best 0.0237 eV
valley selection: gain divided by up to 5.40
wave matching: gain multiplied by nan
two-band rates: 2kappa 5.612, q 5.699 per nm
two-band insulator: best t 1.044 nm, gain 2.64e+05
400 K: best t 0.660 nm, gain 7.02e+03
insulator field at optimum, upper estimate 0.353 MV/cm
```
